\section*{Principal g values and the sign of det g for electronic doublets, part 2}

The problem is to extract the EPR $g$ values of an odd-electron doublet from spin--orbit eigenvectors whose basis inside the doublet is arbitrary. Energies are in Rydberg, angular momenta in units of $\hbar$, fields in tesla. The Zeeman operator is $H_Z=\mu_B\,\mathbf B\cdot\mathbf M$, $\mathbf M=\mathbf L+g_e\mathbf S$, with $g_e=2.00231930$ and $\mu_B=4.254382\times10^{-6}$ Ry/T. $H_0$ is the Hamiltonian with spin--orbit coupling in the kept spin-free states, and $\Theta$ is time reversal.

In a doublet $|a\rangle,|b\rangle$ the matrix of $M_k$ is $Z_k=\tfrac12\sum_lg_{kl}\sigma_l$, with $\sigma_l$ the Pauli matrices and
\begin{equation}
g_{k1}=2\,\mathrm{Re}(Z_k)_{ab},\quad g_{k2}=-2\,\mathrm{Im}(Z_k)_{ab},\quad g_{k3}=2(Z_k)_{aa}.
\label{eq:read}
\end{equation}
To first order the splitting is
\begin{equation}
\Delta E=\mu_B\,(\mathbf B^TG\,\mathbf B)^{1/2},\qquad G=gg^T .
\label{eq:split}
\end{equation}
$G=A\,\mathrm{diag}(g_1^2,g_2^2,g_3^2)A^T$, with $A$ orthogonal, $\det A=+1$, $g_i\ge0$. Along a unit vector $\mathbf n$, $g_{\rm eff}=(\mathbf n^TG\mathbf n)^{1/2}$. A molecular rotation $\mathcal R$ gives $G\to\mathcal RG\mathcal R^T$. A change of doublet basis preserves $G$ and $\det g$:
\begin{equation}
\mathrm{Tr}(Z_xZ_yZ_z)=\tfrac18\sum g_{xl}g_{ym}g_{zn}\,2i\epsilon_{lmn}=\tfrac i4\det g,\qquad \det g=-4i\,\mathrm{Tr}(Z_xZ_yZ_z).
\label{eq:det}
\end{equation}

Let $\lambda=\mu_BB$, $M_n=\mathbf n\cdot\mathbf M$, and $\Delta$ be the gap to the nearest level coupled by $\mathbf M$. The second-order term $\lambda^2W$, $W=PM_nQ(E_0-H_0)^{-1}QM_nP$, with $P$ the projector on the doublet of energy $E_0$ and $Q=1-P$, shifts only the centre; the splitting error is of order $\lambda^3/\Delta^2$.

The earlier example is one hole in $t_{2g}$ $(yz,xz,xy)$, with coupling $\zeta\,\mathbf l\cdot\mathbf s$ per electron, $\zeta=10$ mRy, and a field $V_t$ with diagonal $(3,0,-3)$ and off-diagonal elements $1$ in mRy. $l_z\,(xy)=-i\,(x^2-y^2)$ leaves the shell. Along the eigenvectors of $V_t$ (eigenvalues $v_j$), $Z_k=\tfrac12g_k\sigma_k$ with signed
\begin{equation}
g_3=-4c_1c_2+g_e\,(c_3^2-c_1^2-c_2^2)\quad\text{and cyclic}.
\label{eq:ghole}
\end{equation}
Here $\mathbf c$ is the lowest normalized eigenvector of $h_{ij}=-v_i\delta_{ij}-\tfrac{\zeta}{2}(1-\delta_{ij})$. The product $g_1g_2g_3$ is negative in cubic symmetry and positive when $v_3-v_1,v_3-v_2\gg\zeta$. The example gives $(-2.730,-2.1035,-0.960)$.

\subsection{Pseudospin basis and the sign}

$G$ contains only $g_i^2$, while $\det g=s\,g_1g_2g_3$ carries a sign $s=\pm1$. Assume all $g_i>0$; otherwise $s$ is undefined. Along the principal axes $\tilde Z_i=\sum_kA_{ki}Z_k=\tfrac12\mathbf u_i\cdot\boldsymbol\sigma$, where $\mathbf u_i$ is row $i$ of $A^Tg$. Since $\mathbf u_i\cdot\mathbf u_j=(A^TGA)_{ij}=g_i^2\delta_{ij}$, the $\mathbf u_i$ are orthogonal with lengths $g_i$. Take as basis the eigenvectors of $\tilde Z_3$, the upper one first: then $\tilde Z_3=g_3\sigma_z/2$, and $\mathbf u_1,\mathbf u_2$ have no third component, so $\tilde Z_1,\tilde Z_2$ are purely off-diagonal. Choose the phase of the second vector to make $(\tilde Z_1)_{12}$ real and positive: $\tilde Z_1=g_1\sigma_x/2$. Orthogonality leaves $\tilde Z_2=\pm g_2\sigma_y/2$, and since $\det(A^Tg)=\det g$ is invariant, the sign is $s$. This is the form that the hole model had from the start.

The sign is observable. With the static field along axis 3 the upper state $u$ is the first basis vector and the lower state $l$ the second. A small field rotating counterclockwise about axis 3 couples through $M_1\cos\omega t+M_2\sin\omega t=\tfrac12(M_+e^{-i\omega t}+M_-e^{i\omega t})$, with $M_\pm=M_1\pm iM_2$. Absorption comes from the $e^{-i\omega t}$ term, so its rate is proportional to $|\langle u|M_+|l\rangle|^2$; reversing the rotation exchanges $M_+$ and $M_-$. With $\langle u|\sigma_x|l\rangle=1$ and $\langle u|\sigma_y|l\rangle=-i$,
\begin{align}
\langle u|M_\pm|l\rangle&=\tfrac12g_1\pm i\,(-i)\tfrac12sg_2=\tfrac12(g_1\pm sg_2),\nonumber\\
|\langle u|M_+|l\rangle|^2-|\langle u|M_-|l\rangle|^2&=s\,g_1g_2=\det g/g_3 ,
\label{eq:circ}
\end{align}
to leading order in the static field. For $s=-1$ the stronger absorption occurs for the sense of rotation opposite to that of a free electron spin.

\section{The algorithm}

\begin{enumerate}
\item Compute spin-free states and keep whole degenerate levels.
\item Diagonalize the state-interaction matrix. Check that the two states are degenerate and that the gap $\Delta$ to every other level is much larger than $\mu_BB$.
\item Form $Z_x,Z_y,Z_z$ in the pair as returned. Check $\mathrm{Tr}\,Z_k=0$.
\item Form $G_{kl}=2\,\mathrm{Tr}(Z_kZ_l)$, diagonalize it, take square roots, and make the frame right-handed.
\item Get $s$ from \eqref{eq:det}.
\item Repeat with more spin-free states, extending the energy window in large steps, until the $g_i$ settle. Agreement between two neighbouring cuts does not show convergence, since the added states may couple only weakly to the doublet.
\end{enumerate}

\section{A multiconfigurational doublet}

The model is low-spin $d^5$ with round parameters, solved by full configuration interaction in the $d$ shell, $\binom{10}{5}=252$ determinants. The $e_g$ orbitals lie $10Dq=0.25$ Ry above $t_{2g}$; $V_t$ and $\zeta=0.01$ Ry are those used above, with no $t_{2g}$--$e_g$ field. The repulsion has the Racah parameters $\mathcal B=0.005$ and $\mathcal C=0.02$ Ry, defined through the Slater integrals by $\mathcal B=F^2/49-5F^4/441$ and $\mathcal C=35F^4/441$. The numerical check computes all numbers. It tests its Coulomb matrices on the free-ion gaps $10\mathcal B+5\mathcal C$ of $d^5$ and $15\mathcal B$ of $d^3$, and it tests \eqref{eq:ghole} against the many-electron matrices restricted to the six $t_{2g}^5$ determinants. Extra digits are carried so that the arithmetic can be followed; as a model result, two decimals of $g$ are ample.

The three lowest spin-free states are spin doublets at $0$, $0.0036$ and $0.0067$ Ry, and the next state is at $0.1533$ Ry. After spin--orbit coupling the ground doublet lies $\Delta=0.016576$ Ry below the next one. Its $t_{2g}^5$ weight is $0.961$, and its spin weights are $0.9883$, $0.0117$ and $0.00004$ for $S=\tfrac12,\tfrac32,\tfrac52$. Let $|a\rangle$ be the upper eigenvector of $Z_z$ and $|b\rangle=\Theta|a\rangle$. A phase $e^{i\varphi}$ of $|a\rangle$ multiplies every $(Z_k)_{ab}$ by $e^{-2i\varphi}$, which rotates the first two columns of $g$ into each other and leaves $G$ unchanged; the program fixes it by making the largest determinant coefficient of $|a\rangle$ real and positive. In this basis
\begin{align}
(Z_x)_{aa}&=-0.16558,&(Z_x)_{ab}&=-0.72439+0.22430\,i,\nonumber\\
(Z_y)_{aa}&=-0.16645,&(Z_y)_{ab}&=0.01141-1.11877\,i,\nonumber\\
(Z_z)_{aa}&=1.39857,&(Z_z)_{ab}&=0 .
\end{align}
Equation \eqref{eq:read} and $G=gg^T$ give
\begin{align}
g&=\begin{pmatrix}-1.44878&-0.44859&-0.33116\\0.02281&2.23755&-0.33290\\0&0&2.79715\end{pmatrix},\nonumber\\
G&=\begin{pmatrix}2.40985&-0.92656&-0.92630\\-0.92656&5.11796&-0.93116\\-0.92630&-0.93116&7.82404\end{pmatrix}.
\end{align}
For instance $G_{xx}=2.099+0.201+0.110=2.410$, $G_{xy}=-0.033-1.004+0.110=-0.927$ and $G_{xz}=-0.33116\times2.79715=-0.926$. The eigenvalues are $1.89209$, $5.27712$, $8.18264$; their sum, $15.35185$, equals the trace. The square roots and axes are
\begin{align}
g_1&=1.3755,&\mathbf A_1&=(0.92625,\,0.32240,\,0.19525),\nonumber\\
g_2&=2.2972,&\mathbf A_2&=(-0.35968,\,0.91090,\,0.20221),\nonumber\\
g_3&=2.8605,&\mathbf A_3&=(-0.11266,\,-0.25753,\,0.95968).
\end{align}
As a check, the first component of $G\mathbf A_3$ is $-0.2715+0.2386-0.8890=-0.922$, and $8.18264\times(-0.11266)=-0.922$. The element $g_{z3}=2.797=G_{zz}^{1/2}$ is $g_{\rm eff}$ along $z$ and is not a principal value. Symmetrizing $g$ in one random basis gave the magnitudes $1.448$, $2.236$, $2.559$, while $G$ and $\det g$ were unchanged in five random bases and $G$ followed a rotation of the ligand field as $\mathcal RG\mathcal R^T$. At $9.5$ GHz, $h\nu=2.88768\times10^{-6}$ Ry and $h\nu/\mu_B=0.67875$ T; division by $g_i$ gives the resonance fields $0.4934$, $0.2955$ and $0.2373$ T.

Expanding along the last row, $\det g=2.79715\,(-3.2417+0.0102)=-9.039$. Equation \eqref{eq:circ} predicts $-9.03891/2.86053=-3.15987$, and the eigenvectors of the full Hamiltonian in a weak field give $-3.15987$. With $V_t$ multiplied by ten the magnitudes are $1.55$, $2.27$, $2.70$, not very different, but $\det g=+9.486$; the circular-polarization test holds there as well. The change of sign agrees with the two limits of \eqref{eq:ghole}, and nothing in $G$ records it.

Direct diagonalization of $H_0+H_Z$ in all 252 determinants tests \eqref{eq:split} without using $G$. For $\mathbf n=(1,1,1)/\sqrt3$, $\mathbf n^TG\mathbf n=[15.35185-2(2.78402)]/3=3.26127$, so $g_{\rm eff}=1.805900$, against $1.805899$ at 1 T. Over twenty random directions at 1 T the largest deviation relative to the predicted splitting is $1.3\times10^{-7}$, of the order of $(\mu_BB/\Delta)^2=6.6\times10^{-8}$. Along $\mathbf n$ the error of the splitting is $-8.238\times10^{-9}$ Ry at 20 T and $-6.588\times10^{-8}$ Ry at 40 T, a ratio of $7.997$ where a cubic law gives $8$. The centre shift at 20 T is $-1.13412\times10^{-6}$ Ry, against $\lambda^2W=-1.13415\times10^{-6}$ Ry; it is more than a hundred times the error of the splitting.

\subsection{How many states}

The extraction is exact to first order in $B$ for the doublet it is given, and the doublet is the weak point. States are counted with their $M_S$ components: 6 are the three lowest spin doublets, and 60 are all states less than $0.30$ Ry above the lowest.
\begin{align}
\text{one hole:}\quad&0.960,\ 2.104,\ 2.730\nonumber\\
\text{6 states:}\quad&1.305,\ 2.321,\ 2.921\nonumber\\
\text{60 states:}\quad&1.340,\ 2.267,\ 2.833\nonumber\\
\text{252 states:}\quad&1.376,\ 2.297,\ 2.861
\end{align}
Convergence is not monotonic: $g_2$ and $g_3$ are too high with 6 states and too low with 60. No variational principle bounds $g$. With 6 states $g_1$ is 5\% below the 252-state value, although the first omitted state lies $0.15$ Ry up.

The smallest one-hole value, $0.960$ (called $|g_3|$ in the hand calculation and $g_1$ in the increasing order used here), is 30\% below the 252-state value, although only 4\% of the weight lies outside $t_{2g}^5$. Most of this gap closes already with 6 states. That calculation differs from the one-hole model only in that its spin-free states contain other configurations, and in this model only the Coulomb repulsion can mix them in. The admixture acts in two ways. $\mathbf L$ connects $t_{2g}^5$ with $t_{2g}^4e_g$, as $l_z(xy)\propto x^2-y^2$ shows, so the moment can change linearly in the admixed amplitude and not only in its weight. The admixture also changes the energies and the spin--orbit matrix of the three spin-free doublets, and with them the composition of the ground doublet. A small weight outside $t_{2g}^5$ therefore does not imply an equally small error in $g$. The axes are far less sensitive in this example: they tilt by $0.50^\circ$, $0.55^\circ$ and $0.36^\circ$ from the eigenvectors of $V_t$, which are the exact axes of the one-hole model.

\section{An isotropic doublet and a pair that is not a doublet}

A free ion with $\zeta$ small against the term gaps has good $L$, $S$, $J$. Within a level, the projection theorem replaces a vector operator $\mathbf V$ by $\langle\mathbf V\cdot\mathbf J\rangle\mathbf J/[J(J+1)]$. Squaring $\mathbf S=\mathbf J-\mathbf L$ and $\mathbf L=\mathbf J-\mathbf S$ gives the two scalar products, so $\mathbf M\to g_J\mathbf J$ with
\begin{equation}
g_J=\frac{[J]+[L]-[S]+g_e\,([J]+[S]-[L])}{2[J]},\qquad [X]=X(X+1).
\end{equation}
For ${}^4P_{1/2}$ of $d^3$, $g_J=-\tfrac23+\tfrac53g_e=2.670532$. Here $\mathbf J=\boldsymbol\sigma/2$, so $G=g_J^2\,1$, and the algorithm returns $2.670532$.

For the ground level ${}^4F_{3/2}$, $g_J=\tfrac85-\tfrac35g_e=0.398608$. The level is fourfold and splits in any field direction into four sublevels spaced by $g_J\mu_BB$. It contains many time-reversed pairs, each with traceless $Z_k$. In the pair $m_J=\pm\tfrac32$, $J_z=\tfrac32\sigma_z$, and $J_x,J_y$ vanish because they change $m_J$ by one, so the apparent values are $(0,0,3g_J)=(0,\,0,\,1.196)$. In the pair $\pm\tfrac12$, $J_z=\tfrac12\sigma_z$ and $\langle\tfrac12|J_+|{-\tfrac12}\rangle=(\tfrac{15}4+\tfrac14)^{1/2}=2$, so $J_x=\sigma_x$, $J_y=\sigma_y$, and the values are $(g_J,2g_J,2g_J)=(0.399,\,0.797,\,0.797)$. The program reproduces both sets. In these two pairs an isotropic ion appears strongly axial about an arbitrarily chosen direction, with values that depend on the pair; a general time-reversed pair of the quartet need not even be axial. The invariance of $G$ was proved only for mixing inside a two-dimensional space, and $W$ diverges at $\Delta=0$ whenever $M_n$ couples the pair to the other two states, which for these pairs happens for every field with a component perpendicular to the quantization axis. For a time-reversed pair such as these the trace check does not detect the failure; a pair taken arbitrarily from the quartet is in general not time-reversed and then fails it. The gap check detects the failure in either case. When $\Delta$ is zero or comparable to $\mu_BB$, the Zeeman operator has to be diagonalized together with $H_0$ in the whole group of close levels.

\section*{Values computed for the example and the checks}
\begin{verbatim}
g_e = 2.00231930, mu_B = 4.254382e-06 Ry/T
10Dq = 0.25, B = 0.005, C = 0.02, zeta = 0.01 Ry; determinants = 252
Vt xx yy zz xy xz yz (mRy): 3.0 0.0 -3.0 1.0 1.0 1.0
spin-free doublets 1-3, next state (Ry): 0.000000 0.003611 0.006712 0.153324
state interaction, 6 states: |g| = 1.30496 2.32088 2.92067
state interaction, 60 states: |g| = 1.34022 2.26732 2.83310
state interaction, 252 states: |g| = 1.37553 2.29720 2.86053
gap to next doublet = 0.016576 Ry
weight of t2g^5 = 0.96062
weights S=1/2,3/2,5/2: 0.988265 0.011700 0.000035
Z_x: aa -0.16558, Re ab -0.72439, Im ab 0.22430
Z_y: aa -0.16645, Re ab 0.01141, Im ab -1.11877
Z_z: aa 1.39857, Re ab -0.00000, Im ab 0.00000
g row x: -1.44878 -0.44859 -0.33116
g row y: 0.02281 2.23755 -0.33290
g row z: -0.00000 -0.00000 2.79715
G row x: 2.40985 -0.92656 -0.92630
G row y: -0.92656 5.11796 -0.93116
G row z: -0.92630 -0.93116 7.82404
eigenvalues of G: 1.89209 5.27712 8.18264
|g1| |g2| |g3|: 1.37553 2.29720 2.86053
axis 1: 0.92625 0.32240 0.19525
axis 2: -0.35968 0.91090 0.20221
axis 3: -0.11266 -0.25753 0.95968
det g = -9.03891
wrong: |eig| of symmetrized g, random basis: 1.44807 2.23561 2.55870
largest relative deviation, 20 directions, 1 T: 1.3e-07
n=(1,1,1)/sqrt3: g_eff = 1.805900, finite field 1 T = 1.805899
splitting error 20 T -8.238e-09 Ry, 40 T -6.588e-08 Ry, ratio 7.997
centre shift 20 T: full -1.13412e-06 Ry, second order -1.13415e-06 Ry
h nu (9.5 GHz) = 2.88768e-06 Ry; resonance fields (T): 0.4934 0.2955 0.2373
|M+|^2-|M-|^2 = -3.15987, det g/|g3| = -3.15987
field 10*Vt: |g| = 1.54848 2.26561 2.70390 , det g = 9.48594
eigenvalues of Vt (mRy): -3.3776 -0.1671 3.5446
hole a b c: 0.44996 0.54198 0.70979
hole g along eigenvectors of Vt: -2.73028 -2.10350 -0.96026 , product -5.51494
tilt of CI axes 1-3 from Vt axes (deg): 0.50 0.55 0.36
d3 4P1/2: g = 2.670532, Lande 2.670532
d3 4F3/2: Lande g_J = 0.398608
pair mJ=+-3/2: apparent |g| = 0.00000 0.00000 1.19583
pair mJ=+-1/2: apparent |g| = 0.39861 0.79722 0.79722
\end{verbatim}
